# Does Spinning the Sample Shift the Larmor Frequency? A Referee's Comment

**The argument under review**

The manuscript proposes to determine the sign of a nuclear gyromagnetic ratio $\gamma$ by spinning the sample about the static field. Its reasoning has three parts. In a frame that turns with the sample at angular rate $\Omega_s$, the field $B$ is replaced by $B+\Omega_s/\gamma$. The spins belong to the sample, so this is the field they experience. The line should therefore move by the rotation rate, upward or downward according to the sign of $\gamma$ and the sense of rotation.

The first part is correct. The second and third do not follow from it, because the frequency in question is that of a voltage in a coil, and the manuscript never says how the coil moves. I treat the rotation of the sample and the rotation of the coil as separate operations and ask what each does to the received signal.

**Free precession in the laboratory**

Consider isolated spins 1/2 in a uniform static field $B>0$ along $+z$, with isotropic shielding absorbed into $\gamma$ for the moment. Relaxation is omitted; so are couplings between spins and any field or magnetization that the rotation of the material itself produces. Angles and rotation rates are positive when counterclockwise for a viewer toward whom the field points.

A pulse has left a transverse magnetization, which obeys

$$\frac{d\mathbf m}{dt}=\gamma\,\mathbf m\times\mathbf B .$$

With $\mathbf B=B\hat z$ the components are $\dot m_x=\gamma B m_y$ and $\dot m_y=-\gamma B m_x$. For $m_+=m_x+im_y$ they combine to

$$\dot m_+=\gamma B(m_y-im_x)=-i\gamma B(m_x+im_y)=i\omega_0m_+,\qquad \omega_0=-\gamma B .$$

The solution is $m_+(t)=m\,e^{i(\omega_0t+\varphi)}$. The rate $\omega_0$ carries a sign: precession is clockwise for $\gamma>0$ and counterclockwise for $\gamma<0$.

The orientation of the sample does not appear in this equation. A spin carried around a circle by the sample meets the same uniform field at every point, and with isotropic shielding no interaction tells it which way the sample is facing. Within these assumptions, spinning the sample leaves $m_+(t)$ unchanged.

**What the rotating frame does to the argument**

The manuscript's frame can be used, provided that it is used for the coil as well. Let $u_+=m_+e^{-i\Omega_st}$ be the magnetization referred to axes turning with the sample. Then

$$\dot u_+=(\dot m_+-i\Omega_sm_+)e^{-i\Omega_st}=i(\omega_0-\Omega_s)u_+ .$$

Since $\omega_0-\Omega_s=-\gamma(B+\Omega_s/\gamma)$, this is the manuscript's modified field. In the same frame, however, a coil at rest in the laboratory turns at $-\Omega_s$. The rate at which the magnetization sweeps past the coil is

$$(\omega_0-\Omega_s)-(-\Omega_s)=\omega_0 .$$

The term $\Omega_s/\gamma$ describes the motion of the axes. It cancels once the detector is described with the same axes.

**What a turning coil receives**

Now let the coil axis, perpendicular to $B$, point along $(\cos\Omega_ct,\ \sin\Omega_ct,\ 0)$. The uniform static field sends no flux through such a coil. The flux from the spins is proportional to the projection of $\mathbf m$ on the coil axis:

$$\Phi\propto m_x\cos\Omega_ct+m_y\sin\Omega_ct=\mathrm{Re}\left[m_+e^{-i\Omega_ct}\right]=m\cos\left[(\omega_0-\Omega_c)t+\varphi\right].$$

The induced voltage is

$$-\frac{d\Phi}{dt}\propto m(\omega_0-\Omega_c)\sin\left[(\omega_0-\Omega_c)t+\varphi\right].$$

Differentiation changes the amplitude and the phase but not the frequency. I assume that the voltage is recorded in the coil's own frame, or brought out by contacts that do not alter it. The observed frequency is then $|\omega_0-\Omega_c|/2\pi$.

Write $\nu=\omega/2\pi$ for the precession frequencies and $\nu_c=\Omega_c/2\pi$. If $|\nu_c|<|\nu_0|$, the difference $\nu_0-\nu_c$ has the sign of $\nu_0$, which is the opposite of the sign of $\gamma$. Hence

$$\nu_{\rm obs}=\mathrm{sgn}(\nu_0)(\nu_0-\nu_c)=|\nu_0|-\mathrm{sgn}(\nu_0)\,\nu_c=|\nu_0|+\mathrm{sgn}(\gamma)\,\nu_c .$$

This is the shift the manuscript wants, and it comes from the coil. A coil that turns against the precession meets the magnetization more often, and one that turns with it meets the magnetization less often. If coil and sample turn together, the shift is still the coil's.

The condition $|\nu_c|<|\nu_0|$ matters at very low field. A coil turning with the precession at the same rate sees a constant flux and gives no voltage. Beyond twice that rate, $|\nu_0-\nu_c|$ exceeds $|\nu_0|$, and the direction of the shift would suggest the wrong sign.

A single static coil receives $\cos(\omega_0t+\varphi)$. Because the cosine is even, this equals $\cos(-\omega_0t-\varphi)$, so with an unknown initial phase the two signs of $\gamma$ cannot be told apart. Turning the coil is one remedy. Two crossed static coils are another: they record $\cos(\omega_0t+\varphi)$ and $\sin(\omega_0t+\varphi)$, and the sign of $\omega_0$ decides which signal leads.

**Numbers for two nuclei**

Take $B=1$ T and a coil turning at $+100$ Hz. For protons in water $\gamma=+2.67515319\times10^8$ rad/(s T), so

$$\nu_0=-\frac{\gamma B}{2\pi}=-42.576385\ \text{MHz},\qquad \nu_{\rm obs}=|-42.576385-0.000100|\ \text{MHz}=42.576485\ \text{MHz}.$$

For helium-3 gas $\gamma=-2.03789461\times10^8$ rad/(s T), so

$$\nu_0=+32.434100\ \text{MHz},\qquad \nu_{\rm obs}=|32.434100-0.000100|\ \text{MHz}=32.434000\ \text{MHz}.$$

The same rotation raises the proton line by 100 Hz and lowers the helium-3 line by 100 Hz. The proton shift is $100/42.576385\approx2.3$ parts per million of the line frequency, so a field change of that relative size between two measurements would imitate it. Comparing the two senses of coil rotation doubles the separation of the lines. In a common field the formula gives

$$\tfrac12\left[\nu_{\rm obs}(+\nu_c)-\nu_{\rm obs}(-\nu_c)\right]=\mathrm{sgn}(\gamma)\,\nu_c ,$$

from which $|\nu_0|$ has dropped out. The cancellation requires the same field in both runs. A drift between them still enters, but it must now be twice as large to imitate the effect, because the two lines are $2|\nu_c|$ apart.

**Anisotropic shielding: a real but small effect of the sample**

The authors may object that shielding in a solid is a tensor and that the tensor turns with the sample. The objection is sound, and its size can be worked out. From here on $\gamma$ is the value without shielding, and $\omega_0=-\gamma B$ as before.

Let $\sigma$ be the shielding tensor in axes fixed to the sample. The rotation leaves $\hat z$ unchanged, so in those axes the local field is constant:

$$\mathbf B_{\rm loc}=B(1-\sigma)\hat z=B\,(-\sigma_{xz},\,-\sigma_{yz},\,1-\sigma_{zz}).$$

Seen from the laboratory, its $z$ component is static and its transverse part rotates at $\Omega_s$.

The equation of motion can be written $\dot{\mathbf m}=(-\gamma\mathbf B_{\rm loc})\times\mathbf m$, which is a rotation with angular velocity $-\gamma\mathbf B_{\rm loc}$. In the sample's axes one subtracts $\Omega_s\hat z$. The resulting angular velocity is constant, with longitudinal component $a$, transverse magnitude $q$ and total magnitude $W$:

$$a=\omega_0(1-\sigma_{zz})-\Omega_s,\qquad q=|\omega_0|\sigma_\perp,\qquad W=\sqrt{a^2+q^2},$$

where $\sigma_\perp=\sqrt{\sigma_{xz}^2+\sigma_{yz}^2}$. Let $s=\mathrm{sgn}(a)$, and let $\theta$ be the acute angle between this rotation vector and the $z$ axis, so that $\cos\theta=|a|/W$.

To find the lines, choose the sample's $x$ axis so that the rotation vector lies in the $xz$ plane, with unit vector $\hat w=(\kappa\sin\theta,\,0,\,s\cos\theta)$ and $\kappa=\pm1$. Start with unit magnetization along $\hat y$, perpendicular to $\hat w$. It turns as

$$\mathbf u(t)=\hat y\cos Wt+(\hat w\times\hat y)\sin Wt,\qquad \hat w\times\hat y=-s\cos\theta\,\hat x+\kappa\sin\theta\,\hat z .$$

Its transverse part is

$$u_+=i\cos Wt-s\cos\theta\sin Wt=i\left[\frac{1+\cos\theta}{2}e^{isWt}+\frac{1-\cos\theta}{2}e^{-isWt}\right].$$

Returning to the laboratory multiplies $u_+$ by $e^{i\Omega_st}$. The stronger line therefore lies at the signed frequency

$$\omega=\Omega_s+sW .$$

A component of the initial magnetization along $\hat w$ would stay constant in the sample's axes and would add only a line at $\Omega_s$ itself, far below the precession frequency when the rotation is slow.

For weak shielding $q\ll|a|$, and $sW=a\sqrt{1+q^2/a^2}\approx a+q^2/2a$. The $-\Omega_s$ in $a$ cancels the $+\Omega_s$ in front:

$$\omega\approx\omega_0(1-\sigma_{zz})+\frac{\omega_0^2\sigma_\perp^2}{2[\omega_0(1-\sigma_{zz})-\Omega_s]} .$$

The manuscript's first-order shift has disappeared. For $|\sigma_{zz}|\ll1$ and $|\Omega_s|\ll|\omega_0|$, the denominator is expanded with $1/(\omega_0-\Omega_s)\approx1/\omega_0+\Omega_s/\omega_0^2$. The part that depends on rotation is $\sigma_\perp^2\Omega_s/2$. Since $\omega$ has the sign opposite to $\gamma$, the received frequency changes by

$$\Delta\nu_{\rm obs}\approx-\mathrm{sgn}(\gamma)\,\frac{\sigma_\perp^2}{2}\,\nu_s,\qquad \nu_s=\frac{\Omega_s}{2\pi}.$$

For a rigidly held proton with a chosen $\sigma_\perp$ of 100 ppm, the same precession frequency as above and $\nu_s=100$ Hz, this is $-\tfrac12(10^{-4})^2\times100\ \text{Hz}=-5\times10^{-7}$ Hz. The manuscript predicts 100 Hz. This number is the shielding term alone, and the effects omitted at the start are larger in a real sample. The dipolar coupling of two protons 1.58 Å apart moves the lines by $0.6$ to $1.8\times10^{-5}$ Hz for pair axes between $20^\circ$ and $90^\circ$ from the field. The field of the rotating charges in an H$_2$ molecule turned at 100 Hz about an axis perpendicular to its bond gives about $3\times10^{-6}$ Hz (Hartree–Fock, falling from $3.4$ to $3.2\times10^{-6}$ Hz between the cc-pVTZ and cc-pVQZ bases). All of these remain more than six orders of magnitude below 100 Hz.

**A simulation of the separate rotations**

The equation of motion was also integrated numerically with an explicitly turning tensor, and the line was read from the signal of one coil. The model is deliberately slow, with $|\nu_0|=10$ Hz, rotations of 1.5 Hz, $\sigma_\perp=0.02$ and $\sigma_{zz}=0$, so that the small term can be seen. Line positions are in Hz.

| Sample | Coil | $\gamma>0$ | $\gamma<0$ |
|---|---|---|---|
| 0 | 0 | 10.00200 | 10.00200 |
| 0 | +1.5 | 11.50200 | 8.50200 |
| 0 | −1.5 | 8.50200 | 11.50200 |
| +1.5 | 0 | 10.00174 | 10.00235 |
| +1.5 | +1.5 | 11.50174 | 8.50235 |

The excess of 0.002 Hz in the first row is $q^2/2|a|$ with $q=10\times0.02=0.2$ Hz and $|a|=10$ Hz, that is, $0.04/20$. When the sample turns, $|a|$ becomes 11.5 Hz for $\gamma>0$ and 8.5 Hz for $\gamma<0$. The excess becomes $0.04/23=0.00174$ Hz or $0.04/17=0.00235$ Hz, as simulated. The changes, $-2.6\times10^{-4}$ and $+3.5\times10^{-4}$ Hz, lie on either side of the linear estimate $\mp3.0\times10^{-4}$ Hz because $\nu_s/|\nu_0|=0.15$ is not very small here.

**When the sample does shift the line**

The general formula also shows where my objection to the manuscript would fail. Since $da/d\Omega_s=-1$, one has $dW/d\Omega_s=-a/W$, and

$$\frac{d\omega}{d\Omega_s}=1-s\,\frac aW=1-\frac{|a|}{W}=1-\cos\theta .$$

For slow rotation $\theta$ is the angle between the local field and the rotation axis. A high-field spin has $\theta\approx\sigma_\perp$, and $1-\cos\theta\approx\sigma_\perp^2/2$ recovers the small term above. If a large part of the quantizing field is fixed in the sample and tilted from the axis, the line does follow the sample. It moves in the direction opposite to the manuscript's, however. With the longitudinal local field along $+z$ and slow rotation, $s=-\mathrm{sgn}(\gamma)$, so the received frequency changes by $-\mathrm{sgn}(\gamma)(1-\cos\theta)\,\nu_s$, whereas the field $B+\Omega_s/\gamma$ would give $+\mathrm{sgn}(\gamma)\,\nu_s$. In simulations with the local field tilted by $30^\circ$ and $60^\circ$, the main line moved by 0.1340 and 0.5000 of the sample's rotation rate, in agreement with $1-\cos\theta$.

Those slopes were read from both transverse components of the magnetization. A single coil would also show the weaker line at $\Omega_s-sW$. At $60^\circ$ the amplitudes are in the ratio $(1-\tfrac12):(1+\tfrac12)=1:3$. The received frequencies, $W+s\Omega_s$ and $W-s\Omega_s$, differ by $2|\Omega_s|$. As $\theta$ approaches $90^\circ$ the two lines become equally strong, so one coil sees a symmetric splitting whose direction no longer reveals a sign.

The manuscript's claim must therefore be judged by the direction of the quantizing field. In the proposed experiment, for spins 1/2 in a strong field, that field lies along the rotation axis to within the shielding tilt and the small mixing caused by dipolar couplings. Nuclei with a quadrupole coupling that is not small against the Larmor frequency are outside this treatment.

**Lines at the rotation rate that are not Larmor shifts**

A spinning sample can produce signals displaced by $\nu_s$, and the authors should not count these as support. Suppose that $B_z$ varies linearly across the sample with gradient $G$, and neglect the accompanying transverse field components. A spin at radius $r$ and initial azimuth $\phi$ precesses at

$$\omega(t)=\omega_0+\delta\cos(\Omega_st+\phi),\qquad \delta=-\gamma Gr .$$

Integration from time zero gives the phase $\omega_0t+\beta[\sin(\Omega_st+\phi)-\sin\phi]$ with $\beta=\delta/\Omega_s$. Both exponentials are expanded with $e^{i\beta\sin x}=\sum_kJ_k(\beta)e^{ikx}$, where $J_k$ is the Bessel function. For a uniformly filled ring, excited and received uniformly, the average over $\phi$ is

$$\left\langle\sum_{k,l}J_k(\beta)J_l(\beta)\,e^{ik\Omega_st}e^{i(k-l)\phi}\right\rangle_\phi=\sum_kJ_k(\beta)^2e^{ik\Omega_st},$$

because terms with $k\ne l$ average to zero. The lines lie at $\nu_0+k\nu_s$. Since $J_{-k}^2=J_k^2$, they are symmetric about $\nu_0$, and since $J_k(-\beta)^2=J_k(\beta)^2$, their weights do not depend on the sign of $\gamma$.

For a modulation amplitude of 50 Hz and $\nu_s=100$ Hz, $|\beta|=0.5$. The centre line carries a weight of 0.881, each line at $\pm100$ Hz carries 0.059, and each line at $\pm200$ Hz carries 0.0009. A direct average over moving spins confirms these weights. In this example most of the signal stays at $\nu_0$. At larger $|\beta|$ the centre line can be weaker than its neighbours, but for this uniform ring the displaced lines still come in equal pairs. If the filling or the magnitude of the coil's sensitivity varies around the ring, the two lines of a pair can differ in strength. Reversing $\gamma$ then only replaces $m_+$ by its complex conjugate, so the stronger line changes its index $k$ but stays on the same side of $|\nu_0|$ in the received spectrum, and the imbalance carries no sign. If the direction of the coil's field varies around the ring, the received imbalance can depend on the sign of $\gamma$. The lines nevertheless remain at $\nu_0+k\nu_s$. A turning coil instead moves the whole line to one side.

**Recommendation**

The proposed measurement should not be published in its present form, since with a receiving coil at rest its signal would be absent at the claimed size, and with a coil carried by the sample the shift would be due to the coil. It can be repaired by leaving the sample at rest and turning the receiving coil, first in one sense and then in the other. The numerical output below gives the simulated line positions, slopes and weights quoted in this report.

## Calculated quantities

```
Model: Larmor 10.0 Hz, turning rate 1.5 Hz, sigma_perp 0.02
sign(gamma)  sample/Hz  coil/Hz  simulated line/Hz
+1           +0.0       +0.0     10.00200
+1           +0.0       +1.5     11.50200
+1           +0.0       -1.5     8.50200
+1           +1.5       +0.0     10.00174
+1           +1.5       +1.5     11.50174
  shift by turning the sample alone: -2.61e-04 Hz
  shift by turning the coil alone at +1.5 Hz: +1.50000 Hz
-1           +0.0       +0.0     10.00200
-1           +0.0       +1.5     8.50200
-1           +0.0       -1.5     11.50200
-1           +1.5       +0.0     10.00235
-1           +1.5       +1.5     8.50235
  shift by turning the sample alone: +3.53e-04 Hz
  shift by turning the coil alone at +1.5 Hz: -1.50000 Hz
Tilt 30 deg: simulated line shift per sample turning rate 0.1340, 1-cos(tilt) 0.1340
Tilt 60 deg: simulated line shift per sample turning rate 0.5000, 1-cos(tilt) 0.5000
Field 1.0 T, turning rate +100 Hz
proton in water: gamma +2.675153e+08 rad/(s T)
  signed precession frequency -42.576385 MHz
  static coil 42.576385 MHz, turning coil 42.576485 MHz
  shift +100.000 Hz
helium-3 gas: gamma -2.037895e+08 rad/(s T)
  signed precession frequency +32.434100 MHz
  static coil 32.434100 MHz, turning coil 32.434000 MHz
  shift -100.000 Hz
Proton, sigma_perp 100 ppm, turning sample: shift -5.0000e-07 Hz
Ring: field modulation 50 Hz, sample turning 100 Hz, beta 0.50
  line at -200 Hz from centre: weight 0.00094
  line at -100 Hz from centre: weight 0.05869
  line at +0 Hz from centre: weight 0.88073
  line at +100 Hz from centre: weight 0.05869
  line at +200 Hz from centre: weight 0.00094
```
